\section*{Debye-Hückel correlation free energy from Gaussian fluctuations and from charging}

\section{The form of the answer}

Mobile ions of species $i$, with valence $z_i$ and number density $n_i$, sit in a uniform medium of relative permittivity $\varepsilon_r$ at temperature $T$. The mixture is neutral, $\sum_i n_i z_i=0$. In SI electrostatics two unit charges at distance $r$ have energy $kT\,l_B/r$, with the Bjerrum length
\begin{equation}
l_B=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r kT}.
\end{equation}
We seek $f$, the electrostatic part of the Helmholtz free energy per volume at fixed densities, measured from the ideal gas.

When the coupling is weak, the ions respond linearly to a small potential $\phi$ (in units of $kT/e$). Each density changes by $-n_iz_i\phi$, so the charge density changes by $-\phi\sum_i n_iz_i^2$. Poisson's equation multiplies this by $4\pi l_B$. Densities, valences and interaction strength therefore enter through the single combination
\begin{equation}
\kappa^2=4\pi l_B\sum_i n_i z_i^2 ,
\end{equation}
an inverse length squared. If the self-energy of the ions is removed, no microscopic length remains at this order. Since $f/kT$ is an inverse volume,
\begin{equation}
\frac{f}{kT}=-C\kappa^3 ,
\end{equation}
with a pure number $C$. Because $\kappa^3\propto n^{3/2}$ at fixed composition, this is not a term of an ordinary virial series in integer powers of density. Two derivations below give $C=1/(12\pi)$.

The result is a limiting law for $z^2l_B\kappa\ll1$. Strictly pointlike classical ions of opposite sign would collapse onto each other, so a short-range repulsion of diameter $a$ is understood. It drops out of the leading term when $\kappa a\ll1$ and the attraction at contact is moderate.

\section{First derivation: the fluctuation determinant}

\subsection{Energy in Fourier modes}

Take a periodic cube of volume $V=L^3$, and let $j$ label individual ions. The Fourier transform of $l_B/r$ is $4\pi l_B/k^2$. Neutrality removes the $k=0$ component of the charge density. Define
\begin{equation}
x_{\mathbf k}=\frac{1}{\sqrt{Z}}\sum_j z_j e^{-i\mathbf k\cdot\mathbf r_j},\qquad
Z=\sum_j z_j^2,\qquad a_k=\frac{\kappa^2}{k^2}.
\end{equation}
The sum over distinct ions is the full double sum minus its $j=l$ terms, which add up to $Z$ in every mode:
\begin{align}
\frac{U}{kT}&=\frac1{2V}\sum_{\mathbf k\ne0}\frac{4\pi l_B}{k^2}
\left(Z|x_{\mathbf k}|^2-Z\right)\nonumber\\
&=\frac12\sum_{\mathbf k\neq0}a_k\left(|x_{\mathbf k}|^2-1\right),
\label{energy}
\end{align}
because $4\pi l_BZ/V=\kappa^2$. The $-1$ is the subtracted self-energy. For now the modes are cut off at $k<K$, which keeps all averages finite.

With $\langle\cdot\rangle_0$ the average over independent, uniformly distributed positions, the excess free energy is
\begin{equation}
\frac{F}{kT}=-\ln\left\langle e^{-U/kT}\right\rangle_0 .
\label{average}
\end{equation}
Its sign follows at once. Terms with different ions average to zero in $|x_{\mathbf k}|^2$, so $\langle|x_{\mathbf k}|^2\rangle_0=1$ and $\langle U\rangle_0=0$. Convexity of the exponential gives $\langle e^{-U/kT}\rangle_0\ge e^{-\langle U\rangle_0/kT}=1$, hence $F\le0$.

\subsection{A field for each pair of modes}

Since $x_{-\mathbf k}=x_{\mathbf k}^*$, keep one vector from each pair $(\mathbf k,-\mathbf k)$ and call this half set $H$. The factor $\tfrac12$ in (\ref{energy}) then disappears, and each pair contributes $e^{a}e^{-a|x|^2}$. Write $x=p+iq$ and $\psi=u+iv$. Then $\psi x^*+\psi^*x=2(up+vq)$, and completing the square gives
\begin{equation}
\int_{-\infty}^{\infty}du\,e^{-u^2/a+2iup}=\sqrt{\pi a}\,e^{-ap^2}.
\end{equation}
Multiplying by the same integral over $v$,
\begin{equation}
e^{-a|x|^2}=\int\frac{d^2\psi}{\pi a}\,
\exp\left[-\frac{|\psi|^2}{a}+i(\psi x^*+\psi^*x)\right].
\end{equation}
The ions now appear linearly in the exponent. They enter as $i\sum_j z_j\Phi(\mathbf r_j)$, with the real field
\begin{equation}
\Phi(\mathbf r)=\frac1{\sqrt Z}\sum_{\mathbf k\in H}
\left(\psi_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}+\psi_{\mathbf k}^*e^{-i\mathbf k\cdot\mathbf r}\right).
\end{equation}

\subsection{The Gaussian step}

The position average factorises over ions. The spatial mean of $\Phi$ vanishes, and that of $\Phi^2$ is $(2/Z)\sum_H|\psi_{\mathbf k}|^2$, since different modes are orthogonal. To quadratic order,
\begin{align}
\ln\prod_j\frac1V\int d^3r\,e^{iz_j\Phi}
&\simeq-\frac12\sum_jz_j^2\,\frac2Z\sum_{\mathbf k\in H}|\psi_{\mathbf k}|^2\nonumber\\
&=-\sum_{\mathbf k\in H}|\psi_{\mathbf k}|^2 .
\end{align}
This is the one approximation made for the chosen modes. The cubic term carries $\sum_jz_j^3/Z^{3/2}$, of order $N^{-1/2}$ for $N$ ions, and the quartic term is of order $1/N$. Both vanish as $N\to\infty$ with a fixed set of modes and fixed $a_k$. At fixed density, however, the number of modes below $K$ grows with $N$, and the dropped terms leave a finite correction per volume. It is small at weak coupling if $K$ is chosen with $\kappa\ll K\lesssim1/(z^2l_B)$. For much larger $K$ the strong attraction of opposite point charges at short distance makes it grow without bound, and the short-range repulsion is needed.

Each field integral is now Gaussian:
\begin{equation}
\int\frac{d^2\psi}{\pi a}\,e^{-(1+1/a)|\psi|^2}
=\frac{1}{a(1+1/a)}=\frac1{1+a}.
\end{equation}
Restoring $e^{a}$ and returning to all $\mathbf k$, which brings back the factor $\tfrac12$,
\begin{equation}
\frac{F}{kT}=\frac12\sum_{\mathbf k\ne0}
\left[\ln\left(1+\frac{\kappa^2}{k^2}\right)-\frac{\kappa^2}{k^2}\right].
\label{modes}
\end{equation}
The numbers $1+\kappa^2/k^2$ are the eigenvalues of $(-\nabla^2+\kappa^2)(-\nabla^2)^{-1}$. The logarithm is thus half the logarithm of the fluctuation determinant, and the second term removes the self-energy.

The Gaussian step was tested by sampling ion positions directly in (\ref{average}), with 16 mode pairs and $\kappa L=5$. Equation (\ref{modes}) gives $F/kT=-0.7897$. Sampling gives $-0.797\pm0.008$ for 200 ions of a 1:1 salt and $-0.793\pm0.008$ for 180 ions of a 2:1 salt, both within one standard error. With four ions it gives $-0.763\pm0.004$, and direct integration over the four positions gives $-0.768$: a deviation of about 3\%, well outside the sampling error. The other steps are identities for this finite set of modes, so that deviation measures the dropped higher terms.

\subsection{The integral}

For a large box, $\sum_{\mathbf k}\to V\int d^3k/(2\pi)^3$. The angular integral gives $4\pi$, and the prefactor is $\tfrac12\cdot4\pi/(8\pi^3)=1/(4\pi^2)$:
\begin{equation}
\frac{f}{kT}=\frac1{4\pi^2}\int_0^K dk\,k^2
\left[\ln\left(1+\frac{\kappa^2}{k^2}\right)-\frac{\kappa^2}{k^2}\right].
\end{equation}
Integrate by parts with $k^2=d(k^3/3)/dk$. The derivative of the bracket is
\begin{equation}
-\frac{2\kappa^2}{k(k^2+\kappa^2)}+\frac{2\kappa^2}{k^3}
=\frac{2\kappa^4}{k^3(k^2+\kappa^2)} .
\end{equation}
The boundary term vanishes at $k=0$, so the integral, without its prefactor, is
\begin{equation}
I(K)=\frac{K^3}{3}\left[\ln\left(1+\frac{\kappa^2}{K^2}\right)-\frac{\kappa^2}{K^2}\right]
-\frac{2\kappa^3}{3}\arctan\frac K\kappa .
\end{equation}
For large $K$ the bracket is $-\kappa^4/(2K^4)$ and the arctangent is $\pi/2-\kappa/K$. Hence
\begin{equation}
I(K)=-\frac{\pi\kappa^3}{3}+\frac{\kappa^4}{2K}+\dots,
\end{equation}
and for $K\gg\kappa$ the cutoff-dependent remainder is negligible. Taking $K\to\infty$ in this Gaussian integral gives the limiting law
\begin{equation}
\boxed{\,f=-\frac{kT\kappa^3}{12\pi}\,}
\label{result}
\end{equation}

Without the subtraction, $f/kT$ would contain $\kappa^2K/(4\pi^2)=(l_BK/\pi)\sum_in_iz_i^2$. This diverges with $K$ but is linear in the densities: it shifts each chemical potential by a constant and leaves the pressure unchanged. For $\kappa=1$ and $K=1000$ the unsubtracted integral is $25.303783$ and the self-energy part is $25.330296$. Their difference, $-0.026513$, lies above $-1/(12\pi)=-0.026526$ by the predicted $\kappa^4/(8\pi^2K)\approx1.3\times10^{-5}$.

In a finite box the removed $j=l$ terms include the interaction of each ion with its own periodic images. That energy is $-kT\,\xi z_j^2l_B/(2L)$, where $\xi=2.8373$ is the Wigner constant of the cubic lattice with a neutralising background. Removing it raises $f/kT$ by $\kappa^2\xi/(8\pi L)$. At $\kappa L=80$ and $\kappa=1$ the mode sum is $-0.02512$. Subtracting the shift gives $-0.02653$, within 0.03\% of the infinite-volume value.

\section{Second derivation: charging the ions}

Multiply the interaction between distinct ions by $\lambda$, from 0 to 1, at fixed densities and temperature. Differentiating $F(\lambda)=-kT\ln\langle e^{-\lambda U/kT}\rangle_0$ gives
\begin{equation}
\frac{dF}{d\lambda}=\langle U\rangle_\lambda ,\qquad F(0)=0 .
\label{charging}
\end{equation}
No ion acts on itself here, so there is no self-energy to subtract.

The mean energy requires the pair correlations $h_{ij}(r)$, defined by the density $n_j(1+h_{ij})$ of species $j$ around an ion of species $i$. Let $\phi_i$ be the mean potential around that ion, including the factor $\lambda$. Approximate $h_{ij}=e^{-z_j\phi_i}-1\simeq-z_j\phi_i$. Poisson's equation becomes
\begin{align}
\nabla^2\phi_i&=-4\pi\lambda l_B\Big[z_i\delta(\mathbf r)+\sum_jn_jz_jh_{ij}\Big]\nonumber\\
&=-4\pi\lambda l_Bz_i\delta(\mathbf r)+\lambda\kappa^2\phi_i ,
\end{align}
where neutrality has removed the uniform background. Away from the origin $(r\phi_i)''=\lambda\kappa^2\,r\phi_i$. The decaying solution with the correct Coulomb singularity is
\begin{equation}
\phi_i=\lambda z_il_B\frac{e^{-\sqrt\lambda\,\kappa r}}{r},\qquad
h_{ij}=-\lambda z_iz_jl_B\frac{e^{-\sqrt\lambda\,\kappa r}}{r}.
\label{h}
\end{equation}
In the energy per volume the constant 1 of $1+h_{ij}$ cancels by neutrality, and
\begin{align}
\frac{\langle U\rangle_\lambda}{VkT}
&=\frac12\sum_{ij}n_in_j\int_0^\infty4\pi r^2\,\frac{z_iz_jl_B}{r}\,h_{ij}\,dr\nonumber\\
&=-2\pi\lambda\Big(l_B\sum_in_iz_i^2\Big)^2\int_0^\infty e^{-\sqrt\lambda\,\kappa r}dr\nonumber\\
&=-2\pi\lambda\,\frac{\kappa^4}{16\pi^2}\,\frac1{\sqrt\lambda\,\kappa}
=-\frac{\kappa^3\sqrt\lambda}{8\pi}.
\end{align}
Since $\int_0^1\sqrt\lambda\,d\lambda=\tfrac23$, equation (\ref{charging}) gives $f/kT=-\kappa^3/(12\pi)$, as in (\ref{result}). The interaction energy at full coupling is $\tfrac32$ times the free energy, because the screening cloud is built up during charging.

\section{What each derivation assumes}

Both treatments assume a uniform neutral bulk, a linear dielectric and classical ions. The first truncates the statistics of a fluctuating field at quadratic order. The second linearises a Boltzmann factor and takes the mean potential as the potential of mean force. These are the same approximation seen in different variables. Replace $a_k$ by $\lambda a_k$ in (\ref{modes}) and differentiate with respect to $\lambda$. Comparison with (\ref{energy}) gives
\begin{equation}
\langle|x_{\mathbf k}|^2\rangle_\lambda-1=\frac1{1+\lambda a_k}-1
=-\frac{\lambda\kappa^2}{k^2+\lambda\kappa^2}.
\end{equation}
Its inverse transform, $-\lambda\kappa^2e^{-\sqrt\lambda\kappa r}/(4\pi r)$, equals $\sum_{ij}n_iz_in_jz_jh_{ij}/\sum_in_iz_i^2$ computed from (\ref{h}). Their agreement therefore confirms the algebra but not the approximation; the position sampling addresses the latter, for modes with $k$ between about $1.3\kappa$ and $2.5\kappa$.

The two routes show different weak points. The determinant makes the divergent self-energy explicit. The charging route shows where linearisation fails: for $r\lesssim z^2l_B$ the magnitude of $h_{ij}$ in (\ref{h}) exceeds about one. At full coupling that region supplies a fraction $1-e^{-z^2l_B\kappa}\simeq z^2l_B\kappa$ of the energy integral, which is small in the stated regime.

Ion size gives a second limit. Let no other ion centre come closer than $a$. Matching $\phi=zl_B/r+c$ inside to a screened solution outside, with continuous potential and field, gives the cloud potential $c=-zl_B\kappa/(1+\kappa a)$. The energy at coupling $\lambda$ is then divided by $1+\sqrt\lambda\,\kappa a$, and to first order in $\kappa a$
\begin{equation}
\frac{f}{kT}=-\frac{\kappa^3}{12\pi}+\int_0^1\frac{\kappa^4a\lambda}{8\pi}\,d\lambda
=-\frac{\kappa^3}{12\pi}\left(1-\frac{3\kappa a}{4}\right).
\label{size}
\end{equation}

To estimate size and nonlinear pairing together for a symmetric $z{:}z$ salt of total density $n$, use a pair term with the screened energy $w=z^2l_Be^{-\kappa r}/r$. From the Boltzmann factor of each pair subtract 1, the linear term, and the quadratic term already contained in (\ref{modes}). Summing over like and unlike pairs cancels odd powers of $w$:
\begin{equation}
\frac{\Delta f}{kT}=2\pi n^2\left[\int_0^a r^2\left(1+\frac{w^2}2\right)dr
-\int_a^\infty r^2\left(\cosh w-1-\frac{w^2}2\right)dr\right].
\label{pair}
\end{equation}
The constant 1 in the first integral gives $2\pi n^2a^3/3$, the excluded-volume term of uncharged hard ions. It is not electrostatic, but it is counted in $\Delta f$ and in the percentages quoted below. For weak charge and small $\kappa a$, the $w^2$ part is $\pi n^2z^4l_B^2a=\kappa^4a/(16\pi)$, the correction in (\ref{size}). The last integral diverges as $a\to0$, which is the collapse of point ions.

\section{A dilute aqueous electrolyte}

Differentiating (\ref{result}), with $\partial\kappa/\partial n_i=2\pi l_Bz_i^2/\kappa$, gives the activity coefficient. Since $f\propto n^{3/2}$ at fixed composition, the excess osmotic pressure is $\sum_in_i\,\partial f/\partial n_i-f=f/2$:
\begin{equation}
\ln\gamma_i=-\frac{z_i^2l_B\kappa}{2},\qquad p_{\rm ex}=-\frac{kT\kappa^3}{24\pi}.
\end{equation}

Take a 1:1 salt at 1 mmol/L and 298.15 K, with rough values $\varepsilon_r=78$ and $a=0.4$ nm. Then $l_B=0.7185$ nm, $n=1.204\times10^{-3}$ nm$^{-3}$, and
\begin{align}
\kappa&=\sqrt{4\pi(0.7185)(1.204\times10^{-3})}\ \mathrm{nm^{-1}}=0.1043\ \mathrm{nm^{-1}},\\
\frac f{kT}&=-\frac{(0.1043)^3}{12\pi}\ \mathrm{nm^{-3}}=-3.01\times10^{-5}\ \mathrm{nm^{-3}}.
\end{align}
The Debye length is 9.6 nm and $f=-124$ J/m$^3$, or $-0.64$ meV per ion against $kT=25.7$ meV. With $l_B\kappa=0.075$, $\ln\gamma=-0.037$ and $\gamma=0.963$. The osmotic pressure falls by 62 Pa, or 1.2\% of its ideal value.

These parameters describe a dilute solution of a simple salt; plating baths are far more concentrated. Equation (\ref{pair}) changes $f$ by $-3\%$ of its value here, making it less negative. At 100 mmol/L the change is $-27\%$. For a 2:2 salt with the same $a$, a crude model of copper sulfate, the estimate at 1 mmol/L is $+19\%$. It depends strongly on the rough diameter, being $+36\%$ for $a=0.35$ nm and $+6\%$ for $a=0.50$ nm, so only its sign and order of magnitude carry over to a real salt. This is only a rough estimate, because the pair term omits correlations among three or more ions, including the depletion of free ions by pairing. Pairing now outweighs size, and $z^2l_B\kappa=0.60$ is no longer small. As $\kappa\propto\sqrt n$, that coupling would be about 6 at 100 mmol/L, so the law should not be used for such a bath. Shrinking the 1:1 ions to 0.04 nm makes the pair term 42 times $f$, a sign that the expansion has failed.

Warming to 333.15 K, with a rough permittivity of 67 and the same ion density, increases $|f|$ by 19\%. Near a metal wall the uniform-bulk assumption breaks down. An ion centre 0.2 nm away has an unscreened image energy $-kT\,l_B/(4\times0.2\ \mathrm{nm})=-0.90\,kT$, much larger than the bulk shift $\ln\gamma$. This value uses the bulk permittivity right up to the wall, which is not justified within one molecular layer of the metal. It shows that the bulk law fails there, but it is not a prediction of the adsorption energy. At 0.4 nm from an ion the model field is 1.2 MV/cm. The uniform permittivity is an assumption at that distance, and its error is not estimated here. The numerical output lists the values used.

\section*{Computed values}
\begin{verbatim}
TESTS, kappa = 1 where no unit is given
integral by quadrature, f/kT: -0.02652582
-1/(12 pi): -0.02652582
unsubtracted integral, cutoff 1000: 25.303783
self-energy part at that cutoff: 25.330296
difference of these two: -0.026513
sampling: kappa*L = 5.0, mode pairs = 16
determinant F/kT: -0.7897
sampled F/kT, 200 ions 1:1: -0.7967 +- 0.0077
sampled F/kT, 180 ions 2:1: -0.7930 +- 0.0077
sampled F/kT, 4 ions 1:1: -0.7632 +- 0.0041
cubic Wigner constant xi: 2.837297
box sum f/kT, kappa*L = 40: -0.023749
box sum f/kT, kappa*L = 80: -0.025121
the same at 80, image shift removed: -0.026532
EXAMPLE, 1:1 salt in water
temperature: 298.15 K
relative permittivity (rough): 78
concentration: 1.0 mmol/L
ion diameter (rough): 0.4 nm
thermal energy kT: 25.693 meV
total ion density: 1.2044e-03 nm^-3
Bjerrum length: 0.7185 nm
inverse Debye length: 0.10428 nm^-1
Debye length: 9.589 nm
coupling l_B*kappa: 0.07493
f_corr/kT: -3.0084e-05 nm^-3
f_corr/kT by charging: -3.0084e-05 nm^-3
f_corr: -123.84 J/m^3
f_corr per ion: -0.6417 meV
energy at full coupling /kT: -4.5125e-05 nm^-3
ln gamma: -0.03747
activity coefficient gamma: 0.9632
excess osmotic pressure: -61.92 Pa
excess / ideal pressure: -1.249 %
NEGLECTED EFFECTS (pair term = size and pairing, relative to f_corr)
pair term, 1:1, 1 mmol/L: -3.11 %
pair term, 1:1, 100 mmol/L: -27.2 %
kappa*a, 1:1, 100 mmol/L: 0.417
pair term, 2:2, 1 mmol/L: 19.2 %
coupling z^2*l_B*kappa, 2:2: 0.599
pair term / f_corr, 1:1, a = 0.04 nm: 41.9
warm bath: 333.15 K, rough permittivity 67
f_corr warm / f_corr at start: 1.1883
distance of ion centre from metal wall: 0.20 nm
unscreened image energy there: -0.898 kT
ion field at 0.4 nm in water: 1.154 MV/cm
\end{verbatim}
